\section*{Peak internal efficiency of an emitter with defect, radiative and Auger recombination}

\section*{Problem}

The active layer of a light-emitting diode holds electrons and holes at the same density $n$. Per unit volume and time, $An$ pairs recombine through defects, $Bn^2$ recombine with emission of a photon, and $Cn^3$ recombine by Auger processes, in which the energy goes to a third carrier. The coefficients are constants,
\[
A=10^{7}\ \mathrm{s^{-1}},\qquad B=2\times10^{-11}\ \mathrm{cm^3\,s^{-1}},\qquad C=10^{-30}\ \mathrm{cm^6\,s^{-1}} .
\]
The internal quantum efficiency $\eta$ is the number of photons emitted in the layer per recombining pair.

\begin{enumerate}
\item[(a)] Find the density at which $\eta$ is largest, show that the maximum is unique, and evaluate both the density and the efficiency.
\item[(b)] Find the three rates at the peak, and the current density that sustains them in a single well of thickness $d=3$ nm.
\item[(c)] How quickly does the efficiency fall on either side of the peak, as a function of density and of current?
\item[(d)] How do errors in $A$, $B$ and $C$ affect the peak? What does a measured peak tell about the coefficients?
\item[(e)] Estimate how far the peak moves through band filling, a junction temperature of 360 K, screening of the built-in field, residual doping and electron leakage. Take rough values for a blue nitride diode: masses $m_e=0.2$ and $m_h=1.8$ in units of the free-electron mass, relative permittivity $\varepsilon_r=10$, built-in field 1.5 MV/cm, and a temperature of 300 K unless stated otherwise.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The maximum}

In a steady state the generation rate $G$ of pairs equals the total recombination rate,
\begin{equation}
G=R(n)=An+Bn^2+Cn^3 .
\label{balance}
\end{equation}
Since $R'(n)=A+2Bn+3Cn^2>0$ and $R$ runs from zero to infinity, each $G>0$ fixes one density. The efficiency is the radiative share,
\begin{equation}
\eta(n)=\frac{Bn^2}{An+Bn^2+Cn^3}.
\label{eta}
\end{equation}
At low density $\eta\simeq Bn/A$, which rises with $n$. At high density $\eta\simeq B/(Cn)$, which falls. A maximum must lie between. To find it, take the reciprocal and divide each term by $Bn^2$:
\begin{equation}
\frac1\eta=1+\frac1B\left(\frac An+Cn\right).
\label{recip}
\end{equation}
Maximising $\eta$ means minimising the bracket. Both of its terms are positive, so the square can be completed with their roots. The cross term of the square is $-2\sqrt{A/n}\,\sqrt{Cn}=-2\sqrt{AC}$, and adding it back gives
\begin{equation}
\frac An+Cn=\left(\sqrt{\frac An}-\sqrt{Cn}\right)^2+2\sqrt{AC}.
\label{square}
\end{equation}
The last term does not depend on $n$. The square is never negative, and it vanishes when $A/n=Cn$, which has one positive solution. The global maximum is therefore unique:
\begin{equation}
n_*=\sqrt{\frac AC},\qquad
\eta_*=\frac{1}{1+2r}=\frac{B}{B+2\sqrt{AC}},\qquad r=\frac{\sqrt{AC}}{B}.
\label{peak}
\end{equation}
The given coefficients yield
\begin{align}
n_*&=\sqrt{\frac{10^{7}}{10^{-30}}}\ \mathrm{cm^{-3}}=3.16\times10^{18}\ \mathrm{cm^{-3}},\\
r&=\frac{3.162\times10^{-12}}{2\times10^{-11}}=0.1581,\\
\eta_*&=\frac1{1+0.3162}=0.760 .
\end{align}
The units are consistent: $A/C$ has the unit $\mathrm{cm^{-6}}$, and $\sqrt{AC}$ has the unit of $B$.

The coefficient $B$ sets the height of the peak but not its position, because it multiplies the whole bracket in (\ref{recip}). An interior maximum needs both loss channels. If $C=0$, the efficiency rises towards one as $n$ grows; if $A=0$, it rises towards one as $n$ goes to zero.

\subsection*{(b) Rates and current density}

The condition $A/n_*=Cn_*$, multiplied by $n_*^2$, reads $An_*=Cn_*^3$: at the peak the defect and Auger rates are equal. The values are
\begin{align}
An_*=Cn_*^3&=3.16\times10^{25}\ \mathrm{cm^{-3}\,s^{-1}},\\
Bn_*^2&=2.00\times10^{26}\ \mathrm{cm^{-3}\,s^{-1}},
\end{align}
with the sum $R(n_*)=2.63\times10^{26}\ \mathrm{cm^{-3}\,s^{-1}}$. The radiative share is $2.00/2.63=0.76$, as it must be.

If every injected pair recombines in the well, each pair carries one elementary charge $q$ through the diode, so
\begin{equation}
J=qd\,R(n).
\label{current}
\end{equation}
With $d=3\times10^{-7}$ cm this gives $J_*=12.7\ \mathrm{A/cm^2}$. For several equally filled wells, $d$ is their total thickness and $J_*$ grows in proportion.

\subsection*{(c) The shape of the peak}

Let $x=n/n_*$. Then $A/n=\sqrt{AC}/x$ and $Cn=\sqrt{AC}\,x$, and (\ref{recip}) becomes
\begin{equation}
\eta=\frac{1}{1+r\,(x+1/x)} .
\label{shape}
\end{equation}
Replacing $x$ by $1/x$ changes nothing, so the curve is symmetric about the peak on a logarithmic density axis. For $x=2$ or $x=1/2$ the bracket is 2.5 and $\eta=0.717$. For $x=10$ or $x=1/10$ it is 10.1 and $\eta=0.385$. A factor of two in density thus costs 0.043 in efficiency, while a factor of ten roughly halves it. Near the top, $x=e^{u}$ gives $x+1/x=2\cosh u\simeq2+u^2$. The loss is quadratic in $u$, and a density rounded to $3.2\times10^{18}\ \mathrm{cm^{-3}}$ still gives 0.760.

The symmetry does not carry over to the current. Since $R=Bn^2/\eta$, the current is $J=qdBn_*^2x^2/\eta$, and hence
\begin{equation}
\frac{J(x)}{J_*}=x^2\,\frac{\eta_*}{\eta(x)} .
\end{equation}
Multiply this by the same relation at $1/x$, where $\eta$ has the same value. The factors $x^2$ and $1/x^2$ cancel:
\begin{equation}
J(x)\,J(1/x)=J_*^2\left(\frac{\eta_*}{\eta}\right)^2>J_*^2\qquad(x\ne1).
\label{skew}
\end{equation}
Two currents of equal efficiency thus have a geometric mean above $J_*$. The partner of $J_*/3$ lies above $3J_*$, so at $3J_*$ the efficiency has not yet fallen as far as at $J_*/3$.

This was tested on the rate equation $dn/dt=G-R(n)$. Starting from an empty layer, it was integrated for 1000 ns, and the photons emitted in the second half were divided by the pairs generated in that time. The yields were 0.731, 0.760 and 0.734 for $G$ equal to one third, one and three times $R(n_*)$. The middle value is the peak efficiency, and the outer two show the predicted asymmetry.

\subsection*{(d) Sensitivity to the coefficients}

Differentiate $\eta_*=1/(1+2r)$:
\begin{equation}
d\eta_*=-\frac{2\,dr}{(1+2r)^2}=-\frac{1}{1+2r}\,\frac{2r}{1+2r}\,\frac{dr}{r}
=-\eta_*(1-\eta_*)\,d\ln r ,
\end{equation}
where $2r/(1+2r)=1-\eta_*$ was used. From $\ln r=\tfrac12\ln A+\tfrac12\ln C-\ln B$ it follows that
\begin{equation}
d\eta_*=\eta_*(1-\eta_*)\left(d\ln B-\tfrac12\,d\ln A-\tfrac12\,d\ln C\right).
\label{sens}
\end{equation}
The prefactor is $0.760\times0.240=0.183$. An increase of $B$ by 10\% raises the peak by about 0.02, and the same relative increase of $A$ or $C$ lowers it by about 0.01.

For large changes, (\ref{peak}) should be used directly. Doubling $C$ multiplies $r$ by $\sqrt2$ and divides $n_*$ by $\sqrt2$. The peak falls to 0.691 and moves to $2.24\times10^{18}\ \mathrm{cm^{-3}}$.

A common factor on $A$, $B$ and $C$ cancels in (\ref{eta}). A measured pair $(n_*,\eta_*)$ therefore fixes two ratios,
\begin{equation}
\frac AC=n_*^2,\qquad \frac BC=\frac{2n_*\eta_*}{1-\eta_*},
\end{equation}
the second of which follows from $\eta_*/(1-\eta_*)=1/(2r)$ with $r=Cn_*/B$. The absolute scale needs a further measurement, such as a carrier lifetime at known density. If the current is measured instead of the density, (\ref{current}) supplies one more relation but also one more unknown, $n_*$.

\subsection*{(e) What constant coefficients leave out}

Each effect is taken alone, with everything else held fixed. For band filling and screening, the given $B$ is read as the value at low density and 300 K, and the maximum is sought between $10^{17}$ and $2.5\times10^{19}\ \mathrm{cm^{-3}}$ on a grid with steps of about 2\%.

If $B$ depends on density, the direction of the shift follows from (\ref{recip}), written as $\ln[\eta/(1-\eta)]=\ln B(n)-\ln(A/n+Cn)$. Setting the derivative with respect to $\ln n$ to zero gives
\begin{equation}
\frac{d\ln B}{d\ln n}=\frac{Cn-A/n}{Cn+A/n}.
\label{shift}
\end{equation}
The right side is positive for $n>n_*$ and negative for $n<n_*$. A $B$ that rises with density moves the peak up in density, and one that falls moves it down.

\paragraph{Band filling and temperature.}
Consider one electron and one hole subband, both parabolic. The sheet density is $n_s=nd=9.5\times10^{11}\ \mathrm{cm^{-2}}$ at $n_*$. For either carrier, with its Fermi level $\mu$ measured from the subband edge,
\begin{equation}
n_s=N\ln\!\left(1+e^{\mu/k_BT}\right),\qquad N=\frac{m\,k_BT}{\pi\hbar^2}.
\end{equation}
A radiative transition joins an electron and a hole of equal in-plane wave number. If their kinetic energies add up to $E$, the electron has $E_e=E\,m_h/(m_e+m_h)$ and the hole $E_h=E\,m_e/(m_e+m_h)$. The joint density of states is constant in two dimensions, so the rate is proportional to $\int_0^\infty f_e(E_e)f_h(E_h)\,dE$, with Fermi functions $f$. At low density $f\simeq(n_s/N)e^{-E/k_BT}$ for each carrier at its own energy. The exponents add up to $-E/k_BT$, and the integral is $n_s^2k_BT/(N_eN_h)$. Since $N_e$ and $N_h$ are proportional to $T$, the low-density $B$ varies as $1/T$. Dividing the full integral by this limit gives
\begin{equation}
\frac{B(n)}{B(0)}=\frac{N_eN_h}{n_s^2\,k_BT}\int_0^\infty f_e(E_e)\,f_h(E_h)\,dE .
\label{fill}
\end{equation}
At $n_*$ and 300 K this ratio is 0.97, a small reduction. The limit $m_h\gg m_e$ shows why. There $E_e\to E$ and $E_h\to0$, so $f_h$ takes its band-edge value $1-e^{-n_s/N_h}$ and leaves the integral. What remains is $\int f_e\,dE=k_BT\,n_s/N_e$, and the ratio becomes $(N_h/n_s)(1-e^{-n_s/N_h})$. In this approximation the filling of the electron band drops out: each electron, whatever its energy, meets the same hole occupation. At $n_*$ it gives 0.976, close to the 0.969 of the full integral, which also includes the kinetic energy of the holes. The ratio stays near one as long as $n_s\ll N_h$, and here $N_h$ is of order $10^{13}\ \mathrm{cm^{-2}}$. This takes the hole mass in the plane equal to that across the well; a lighter in-plane mass would lower $N_h$ and strengthen the reduction.

With (\ref{fill}) the peak is 0.754 at about $3.1\times10^{18}\ \mathrm{cm^{-3}}$. At 360 K the low-density $B$ is smaller by the factor $300/360$, and the peak drops to 0.720 at nearly the same density. In this comparison $A$ and $C$ keep their 300 K values; their own temperature dependence could add to the drop or offset it.

\paragraph{Screening of the built-in field.}
The polarisation field pulls electrons and holes to opposite faces of the well and reduces the overlap of their wave functions. The carriers screen this field. By Gauss's law the screening field anywhere in the well is at most the one produced by all charges sitting on the two faces,
\begin{equation}
\Delta F=\frac{q\,n\,d}{\varepsilon_0\varepsilon_r},
\end{equation}
which is 0.17 MV/cm at $n_*$, or 11\% of the built-in field. Let $B$ be proportional to the squared overlap of the lowest electron and hole states between hard walls. This squared overlap is 0.455 in the unscreened field. With the full $\Delta F$ it rises by a factor of about 1.1 at $n_*$. The peak becomes 0.78 at about $3.6\times10^{18}\ \mathrm{cm^{-3}}$, shifted upwards as (\ref{shift}) requires. Within the hard-wall model both shifts are upper estimates, because the charges are in fact spread across the well and screen less than $\Delta F$. Solving for wave functions and field self-consistently gives a factor of 1.05 at $n_*$ and a peak of 0.77 at $3.3\times10^{18}\ \mathrm{cm^{-3}}$.

Here $A$ and $C$ were held fixed. If the overlap multiplied all three coefficients by the same factor, that factor would cancel in (\ref{eta}) at each density and the peak would not move. The hard walls understate the effect, since real barriers let electron and hole move further apart. With field-free barriers of 0.35--0.45 eV for electrons and 0.15--0.2 eV for holes, the unscreened squared overlap is only about 0.1. Self-consistent screening then raises $B$ by a factor of 1.2--1.3 at $n_*$ and puts the peak at 0.79--0.81, near $4\times10^{18}\ \mathrm{cm^{-3}}$.

\paragraph{Residual doping.}
Let donors of density $N_D=10^{17}\ \mathrm{cm^{-3}}$ make $n=p+N_D$, where $p$ is the hole density. Radiation then has the rate $Bnp$. For equal capture lifetimes the defect rate is $2Anp/(n+p)$, which returns to $An$ for $n=p$. Let all Auger loss involve two electrons and one hole, with the rate $Cn^2p$. Dividing the sum by $Bnp$, and writing $s=(n+p)/2$ and $n=s+N_D/2$, gives
\begin{equation}
\frac1\eta=1+\frac1B\left(\frac As+Cs+\frac{CN_D}{2}\right).
\end{equation}
The first two terms in the bracket have the form already minimised, so the peak lies at $s=n_*$, that is, at $p=n_*-N_D/2=3.1\times10^{18}\ \mathrm{cm^{-3}}$. The last term adds $CN_D/(2B)=0.0025$ to $1/\eta_*$ and lowers the peak from 0.7597 to 0.7583. Doping at this level is negligible here.

\paragraph{Leakage.}
Electrons that escape over the barrier do not recombine in the well. Suppose that each electron reaching the barrier top is lost, and let $\phi$ be the height of that top above the electron Fermi level. For $\phi\gg k_BT$ the thermionic current is
\begin{equation}
J_{\rm leak}=\frac{4\pi q\,m_em_0k_B^2}{h^3}\,T^2e^{-\phi/k_BT},
\end{equation}
where $m_0$ is the free-electron mass. Setting $J_{\rm leak}=0.01\,J_*$ and solving for $\phi$ gives 0.43 eV at 300 K. At $n_*$ such a leak divides the photon yield per injected electron by 1.01, from 0.760 to 0.752. For a barrier top fixed relative to the subband edge the leak varies as $e^{\mu/k_BT}=e^{n_s/N_e}-1$. Near $n_*$ this grows more slowly than $R(n)$, so the leaked share falls with density and the peak moves slightly up, to about $3.3\times10^{18}\ \mathrm{cm^{-3}}$. In real diodes the barrier can drop with bias, which this estimate leaves out. A barrier lower by $k_BT\ln10$ leaks ten times as much, so a low barrier can outweigh the other corrections.

\paragraph{Comparison with real diodes.}
The coefficients are of the order usually assigned to blue nitride wells, but published values of each spread over an order of magnitude or more. Peak internal efficiencies of roughly 0.9 have been reported for the best blue diodes, so 0.76 describes a more modest device. Real wells break the assumption of constant coefficients. In the estimates above this moves the peak between about 0.72 (hot junction) and 0.78 (screened field, hard walls; about 0.8 with finite barriers), whereas doubling $C$ alone lowers it to 0.69. For these numbers an uncertainty of a factor of two or more in the coefficients matters more than the density dependence of $B$ estimated here, though with finite barriers screening is not far behind; the density dependence of $A$ and $C$ was not estimated. Alloy disorder, higher subbands and unequal filling of several wells have not been estimated. The result also excludes light extraction: the photons that leave the chip are fewer by a separate factor.

Equation (\ref{current}) suggests a remedy for the fall of efficiency at high current: as long as $n$ is above $n_*$, a larger total active thickness brings it back towards $n_*$. At low current, where $n$ is already below $n_*$, the same change lowers the efficiency. Both statements hold if the wells fill equally and the coefficients stay the same. Widening a single nitride well breaks the second condition. In a strong unscreened field such as 1.5 MV/cm it separates the carriers further and lowers $B$. Even without a field, $B$ per unit volume grows with $d$ as long as few subbands are occupied, because the rate per area goes as $n_s^2=(nd)^2$.

The computed values are collected in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
A = 1.0e+07 1/s, B = 2.0e-11 cm^3/s, C = 1.0e-30 cm^6/s
peak density, formula: 3.1623e+18 cm^-3
peak density, numerical maximum: 3.1623e+18 cm^-3
sqrt(A C): 3.1623e-12 cm^3/s
ratio r = sqrt(A C)/B: 0.1581
peak efficiency, formula: 0.7597
peak efficiency, numerical maximum: 0.7597
efficiency at 3.2e18 cm^-3: 0.7597
defect rate at peak: 3.162e+25 cm^-3 s^-1
radiative rate at peak: 2.000e+26 cm^-3 s^-1
Auger rate at peak: 3.162e+25 cm^-3 s^-1
total rate at peak: 2.632e+26 cm^-3 s^-1
efficiency at 0.1 x peak density: 0.3851
efficiency at 0.5 x peak density: 0.7167
efficiency at 2 x peak density: 0.7167
efficiency at 10 x peak density: 0.3851
photon yield, rate equation, G = peak: 0.7597
photon yield, G = peak/3: 0.7306
photon yield, G = 3 x peak: 0.7342
d eta/d ln A, ln B, ln C: -0.0913, 0.1825, -0.0913
C doubled: peak 0.6910 at 2.236e+18 cm^-3
well width: 3.0 nm; temperature: 300 K
masses: electron 0.2, hole 1.8 (free electron masses)
relative permittivity: 10; field: 1.5 MV/cm
current density at peak: 12.65 A/cm^2
sheet density at peak: 9.487e+11 cm^-2
band filling: B factor at peak density: 0.969
band filling, 300 K: peak 0.754 at 3.05e+18 cm^-3
band filling, 360 K: peak 0.720 at 3.10e+18 cm^-3
screening field at peak: 0.172 MV/cm
squared overlap in unscreened field: 0.455
screening: B factor at peak density: 1.115
screening: peak 0.780 at 3.60e+18 cm^-3
donors 1e+17 cm^-3: peak 0.7583 at hole density 3.10e+18 cm^-3
barrier for 1 % leakage: 0.431 eV
\end{verbatim}
